# Thermal Lowering of an Exponential Planar Channelling Potential: test program

```python
"""
Result under test: the planar potential U0*exp(-|x|/a), averaged over Gaussian
displacements of the atoms normal to the plane, has at the plane the height
    U0 * exp(u^2/(2 a^2)) * erfc(u/(sqrt(2) a)).
x  : distance from the mean plane (nm)      U0 : static height (eV)
a  : range of the static potential (nm)     u  : one-dimensional rms amplitude (nm)
d  : spacing of the planes (nm)             E  : ion energy (eV)
The example is boron between {110} planes of silicon, with rough round parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc


def height_formula(U0, a, u):
    return U0 * np.exp(u**2 / (2 * a**2)) * erfc(u / (np.sqrt(2) * a))


def profile_formula(x, U0, a, u):
    x = np.abs(x)
    t = u / a
    near = np.exp(-x / a) * erfc((t - x / u) / np.sqrt(2))
    far = np.exp(x / a) * erfc((t + x / u) / np.sqrt(2))
    return 0.5 * U0 * np.exp(t**2 / 2) * (near + far)


def convolve(static, x, u):
    """Average of static(x - s) over a Gaussian displacement s, by quadrature."""
    def integrand(s):
        return static(x - s) * np.exp(-s**2 / (2 * u**2)) / (u * np.sqrt(2 * np.pi))
    left = quad(integrand, -12 * u, x, epsabs=0, epsrel=1e-10, limit=300)[0]
    right = quad(integrand, x, 12 * u, epsabs=0, epsrel=1e-10, limit=300)[0]
    return left + right


def unit_exponential(x):
    return np.exp(-abs(x))


# Planar average of exp(-r)/r (lengths in units of a), atom displaced sideways
step = 0.1
grid = np.arange(-25, 25 + step / 2, step)
Y, Z = np.meshgrid(grid - 0.37, grid + 0.81)
for distance in (0.5, 1.5):
    r = np.sqrt(distance**2 + Y**2 + Z**2)
    planar_sum = np.sum(np.exp(-r) / r) * step**2
    assert abs(planar_sum / (2 * np.pi * np.exp(-distance)) - 1) < 1e-7

# Height and whole profile against the convolution integral
for t in (0.1, 0.3, 1.0, 3.0, 10.0):
    assert abs(convolve(unit_exponential, 0.0, t) / height_formula(1, 1, t) - 1) < 1e-8
for t in (0.3, 1.0, 3.0):
    for x in (0.2, 0.7, 2.0):
        direct = convolve(unit_exponential, x, t)
        assert abs(direct / profile_formula(x, 1, 1, t) - 1) < 1e-8

# Limits and monotonic fall of the height, from quadrature
c = np.sqrt(2 / np.pi)
t = 0.02
cubic = (convolve(unit_exponential, 0.0, t) - (1 - c * t + t**2 / 2)) / t**3
assert abs(cubic / (-c / 3) - 1) < 0.03       # next term is about 1 percent here
t = 10.0
large = convolve(unit_exponential, 0.0, t)
assert abs(large / (c / t * (1 - 1 / t**2)) - 1) < 1e-3
heights = [convolve(unit_exponential, 0.0, t) for t in np.linspace(0.05, 5, 40)]
assert np.all(np.diff(heights) < 0)

# Worked example: rough round parameters
U0, a, u, d, E = 160.0, 0.026, 0.0075, 0.192, 1.0e6
ratio = u / a
height = height_formula(U0, a, u)


def static_potential(x):
    return U0 * np.exp(-abs(x) / a)


assert abs(convolve(static_potential, 0.0, u) / height - 1) < 1e-8
area = 2 * (quad(profile_formula, 0, 5 * u, args=(U0, a, u))[0]
            + quad(profile_formula, 5 * u, 40 * a, args=(U0, a, u), limit=200)[0])
assert abs(area / (2 * a * U0) - 1) < 1e-7

# Curvature at the top: finite differences of the quadrature profile
h = 0.1 * u
f0, f1, f2 = [convolve(static_potential, k * h, u) for k in (0, 1, 2)]
curvature_numeric = (-2 * f2 + 32 * f1 - 30 * f0) / (12 * h**2)
curvature = (height - U0 * c / ratio) / a**2
assert curvature < 0 and abs(curvature_numeric / curvature - 1) < 2e-4

# Lowered near the plane, raised outside; tail factor exp(u^2/2a^2)
x_cross = brentq(lambda x: profile_formula(x, U0, a, u) - static_potential(x), 0, 3 * u)
for x in np.linspace(0, 8 * u, 60):
    difference = convolve(static_potential, x, u) - static_potential(x)
    assert difference * (x - x_cross) > 0
tail_factor = convolve(static_potential, 8 * u, u) / static_potential(8 * u)
assert abs(tail_factor / np.exp(ratio**2 / 2) - 1) < 1e-6

# Channel between equally spaced planes
planes = d * np.arange(-4, 5)


def channel(x, amplitude=u):
    return np.sum(profile_formula(x - planes, U0, a, amplitude))


def static_channel(x):
    return np.sum(static_potential(x - planes))


barrier_static = static_channel(0.0) - static_channel(d / 2)
barrier = channel(0.0) - channel(d / 2)
angle_static, angle = np.sqrt(barrier_static / E), np.sqrt(barrier / E)


def motion(z, state):
    dx = 1e-5
    slope = (channel(state[0] + dx) - channel(state[0] - dx)) / (2 * dx)
    return [state[1], -slope / (2 * E)]


def trajectory(start_angle):
    path = solve_ivp(motion, (0, 40), [d / 2, -start_angle], rtol=1e-8, atol=1e-10)
    return path.y[0]


confined, crossing = trajectory(0.98 * angle), trajectory(1.02 * angle)
assert confined.min() > 0 and confined.max() < d
assert crossing.min() < 0

# Neglected effect: Moliere potential with Thomas-Fermi screening
Z1, Z2 = 5, 14
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm
areal = 1 / (2 * np.sqrt(2) * d**2)                          # atoms per nm^2
bohr = const.physical_constants["Bohr radius"][0] * 1e9
a_TF = 0.8853 * bohr / np.sqrt(Z1**(2 / 3) + Z2**(2 / 3))
weights, rates = np.array([0.35, 0.55, 0.10]), np.array([0.3, 1.2, 6.0])
ranges = a_TF / rates
tops = 2 * np.pi * areal * Z1 * Z2 * coulomb * weights * ranges


def moliere_static(x):
    return np.sum(tops * np.exp(-abs(x) / ranges))


def moliere_channel(x):
    return sum(np.sum(profile_formula(x - planes, top, length, u))
               for top, length in zip(tops, ranges))


moliere_height = np.sum(height_formula(tops, ranges, u))
assert abs(convolve(moliere_static, 0.0, u) / moliere_height - 1) < 1e-7
moliere_barrier = moliere_channel(0.0) - moliere_channel(d / 2)

# Neglected effect: temperature, through the Debye spectrum of silicon
debye_T = 540.0
mass = 28.0855 * const.atomic_mass


def debye_amplitude(T):
    integral = quad(lambda y: y / np.tanh(y * debye_T / (2 * T)), 0, 1)[0]
    return 1e9 * np.sqrt(3 * const.hbar**2 * integral / (2 * mass * const.k * debye_T))


u300, u800 = debye_amplitude(300.0), debye_amplitude(800.0)
barrier800 = channel(0.0, u800) - channel(d / 2, u800)

# Neglected effect: strong scattering of ions that come close to the atoms
angle_safe = np.sqrt((channel(2 * u) - channel(d / 2)) / E)
atoms_met = areal * (2 * a) * (2 * a / angle)

print(f"static height U0 = {U0:.0f} eV")
print(f"range a = {a:.3f} nm")
print(f"rms amplitude u = {u:.4f} nm")
print(f"plane spacing d = {d:.3f} nm")
print(f"ion energy E = {E/1e6:.1f} MeV")
print(f"ratio t = u/a = {ratio:.4f}")
print(f"factor exp(t^2/2) = {np.exp(ratio**2/2):.4f}")
print(f"factor erfc(t/sqrt2) = {erfc(ratio/np.sqrt(2)):.4f}")
print(f"height ratio F = {height/U0:.4f}")
print(f"thermal height, formula = {height:.2f} eV")
print(f"thermal height, quadrature = {f0:.2f} eV")
print(f"series for F to first order = {1-c*ratio:.4f}")
print(f"series for F to second order = {1-c*ratio+ratio**2/2:.4f}")
print(f"series for F to third order = {1-c*ratio+ratio**2/2-c*ratio**3/3:.4f}")
print(f"height if sqrt(3)u is wrongly used = {height_formula(U0,a,np.sqrt(3)*u):.2f} eV")
print(f"curvature at the top = {curvature:.3e} eV/nm^2")
print(f"static and thermal curves cross at x = {x_cross:.5f} nm")
for x in (u, 2 * u, 4 * u):
    print(f"x = {x:.4f} nm: static {static_potential(x):.2f} eV, "
          f"thermal {profile_formula(x, U0, a, u):.2f} eV")
print(f"mid-channel potential, static = {static_channel(d/2):.2f} eV")
print(f"mid-channel potential, thermal = {channel(d/2):.2f} eV")
print(f"barrier, static = {barrier_static:.1f} eV")
print(f"barrier, thermal = {barrier:.1f} eV")
print(f"crossing angle, static = {np.degrees(angle_static):.3f} deg")
print(f"crossing angle, thermal = {np.degrees(angle):.3f} deg")
print(f"crossing angle, thermal = {1e3*angle:.2f} mrad")
print(f"Thomas-Fermi screening length = {a_TF:.5f} nm")
print(f"Moliere isolated plane, static height = {np.sum(tops):.1f} eV")
print(f"Moliere isolated plane, thermal height = {moliere_height:.1f} eV")
print(f"Moliere mid-channel potential, thermal = {moliere_channel(d/2):.1f} eV")
print(f"Moliere barrier, thermal = {moliere_barrier:.1f} eV")
print(f"Moliere crossing angle = {np.degrees(np.sqrt(moliere_barrier/E)):.3f} deg")
print(f"Debye temperature used (rough) = {debye_T:.0f} K")
print(f"Debye amplitude at 300 K = {u300:.5f} nm")
print(f"Debye amplitude at 800 K = {u800:.5f} nm")
print(f"thermal height at 800 K = {height_formula(U0,a,u800):.1f} eV")
print(f"barrier at 800 K = {barrier800:.1f} eV")
print(f"crossing angle at 800 K = {np.degrees(np.sqrt(barrier800/E)):.3f} deg")
print(f"angle for turning back at 2u = {np.degrees(angle_safe):.3f} deg")
print(f"areal density of a plane = {areal:.2f} atoms/nm^2")
print(f"atoms met while crossing (order estimate) = {atoms_met:.1f}")
print("tests ok")
```

Printed output:

```
static height U0 = 160 eV
range a = 0.026 nm
rms amplitude u = 0.0075 nm
plane spacing d = 0.192 nm
ion energy E = 1.0 MeV
ratio t = u/a = 0.2885
factor exp(t^2/2) = 1.0425
factor erfc(t/sqrt2) = 0.7730
height ratio F = 0.8058
thermal height, formula = 128.93 eV
thermal height, quadrature = 128.93 eV
series for F to first order = 0.7698
series for F to second order = 0.8114
series for F to third order = 0.8051
height if sqrt(3)u is wrongly used = 111.90 eV
curvature at the top = -4.639e+05 eV/nm^2
static and thermal curves cross at x = 0.00937 nm
x = 0.0075 nm: static 119.91 eV, thermal 117.19 eV
x = 0.0150 nm: static 89.86 eV, thermal 92.89 eV
x = 0.0300 nm: static 50.47 eV, thermal 52.61 eV
mid-channel potential, static = 7.98 eV
mid-channel potential, thermal = 8.32 eV
barrier, static = 152.2 eV
barrier, thermal = 120.8 eV
crossing angle, static = 0.707 deg
crossing angle, thermal = 0.630 deg
crossing angle, thermal = 10.99 mrad
Thomas-Fermi screening length = 0.01585 nm
Moliere isolated plane, static height = 158.1 eV
Moliere isolated plane, thermal height = 130.6 eV
Moliere mid-channel potential, thermal = 38.0 eV
Moliere barrier, thermal = 98.8 eV
Moliere crossing angle = 0.570 deg
Debye temperature used (rough) = 540 K
Debye amplitude at 300 K = 0.00761 nm
Debye amplitude at 800 K = 0.01200 nm
thermal height at 800 K = 114.7 eV
barrier at 800 K = 106.0 eV
crossing angle at 800 K = 0.590 deg
angle for turning back at 2u = 0.528 deg
areal density of a plane = 9.59 atoms/nm^2
atoms met while crossing (order estimate) = 2.4
tests ok
```
